\section*{Nonanalytic dynamical matrix and longitudinal-transverse splitting at the zone centre}

\section{What symmetry and dimensions fix}

Long-wavelength ion displacements in a polar insulator can create a macroscopic electric field. If the wavevector is $\mathbf q=q\mathbf n$, with $|\mathbf n|=1$, an electrostatic field has no curl and must point along $\mathbf n$. Its force on ion $\kappa$ is therefore proportional to the vector $\mathbf n\cdot Z_\kappa$, where $Z_\kappa$ is the Born charge tensor. The field is one scalar amplitude, linear in the displacements, so its contribution to the force constants is a product of two vectors. Force constants derive from an energy and are symmetric, so the second vector must be proportional to the first:
\begin{equation}
\Phi^{\rm NA}_{\kappa\alpha,\kappa'\beta}(\mathbf n)
=\frac{e^2}{\varepsilon_0\Omega}\,s(\mathbf n)\,
(\mathbf n\cdot Z_\kappa)_\alpha(\mathbf n\cdot Z_{\kappa'})_\beta .
\label{form}
\end{equation}
Here $\Omega$ is the cell volume, and $e^2/(\varepsilon_0\Omega)$ has the dimension of a force constant, N/m. The dimensionless scalar $s$ contains the electronic screening. Electrostatics will give $s=1/(\mathbf n\cdot\varepsilon_\infty\cdot\mathbf n)$. No power of $q$ appears, so the term stays finite as $q\to0$ but depends on the direction of approach. This is the nonanalyticity.

\section{Conventions and the singular Coulomb component}

The crystal is three-dimensional, harmonic and adiabatic, with an electronic gap. Ion $\kappa$ in a given cell, at position $\mathbf r$, is displaced by $\mathbf u_\kappa e^{i\mathbf q\cdot\mathbf r}$. Its mass is $M_\kappa$. The relative permittivity with clamped ions, $\varepsilon_\infty$, is a symmetric positive definite tensor. The Born charge is
\begin{equation}
Z_{\kappa,\alpha\beta}=\frac{\Omega}{e}
\left.\frac{\partial P_\alpha}{\partial u_{\kappa\beta}}\right|_{\mathbf E=0},
\qquad
(\mathbf n\cdot Z_\kappa)_\beta=\sum_\alpha n_\alpha Z_{\kappa,\alpha\beta}.
\label{born}
\end{equation}
The first index belongs to polarization and the second to displacement. The tensor need not be symmetric. $\mathbf P$ is the change of polarization from equilibrium, so a ferroelectric's spontaneous polarization is not included in it.

The Coulomb kernel in reciprocal space is $1/(\varepsilon_0|\mathbf q+\mathbf G|^2)$. For reciprocal-lattice vectors $\mathbf G\ne0$ it is smooth near $\mathbf q=0$. For $\mathbf G=0$, the bound charge $\rho=-i\mathbf q\cdot\mathbf P$ gives the potential $\phi=\rho/(\varepsilon_0q^2)$ and the field
\begin{equation}
\mathbf E=-i\mathbf q\phi
=-\frac{\mathbf q(\mathbf q\cdot\mathbf P)}{\varepsilon_0q^2}
=-\frac{\mathbf n(\mathbf n\cdot\mathbf P)}{\varepsilon_0}.
\label{macro}
\end{equation}
This component carries the directional limit. With it removed, the response of the gapped crystal is taken to be smooth in $\mathbf q$ and tends to its zero-field value. Corrections to matrix elements may begin at order $q$.

\section{Derivation}

\subsection{Forces and polarization from one enthalpy}

At leading order in $q$, the electric enthalpy per cell is
\begin{align}
F={}&\frac12\sum_{\kappa\alpha,\kappa'\beta}
u_{\kappa\alpha}\Phi^0_{\kappa\alpha,\kappa'\beta}u_{\kappa'\beta}
-e\sum_{\kappa\alpha\beta}E_\alpha Z_{\kappa,\alpha\beta}u_{\kappa\beta}
\nonumber\\
&-\frac{\varepsilon_0\Omega}{2}
\mathbf E\cdot(\varepsilon_\infty-1)\cdot\mathbf E .
\label{enthalpy}
\end{align}
$\Phi^0$ is the force-constant matrix at zero macroscopic field. Local fields from $\mathbf G\ne0$ are already contained in $\Phi^0$, $Z$ and $\varepsilon_\infty$. Since $\Omega\mathbf P=-\partial F/\partial\mathbf E$ and the force is $-\partial F/\partial\mathbf u$,
\begin{align}
\mathbf P&=\frac e\Omega\sum_\kappa Z_\kappa\cdot\mathbf u_\kappa
+\varepsilon_0(\varepsilon_\infty-1)\cdot\mathbf E,
\label{pol}\\
f_{\kappa\alpha}&=-\sum_{\kappa'\beta}
\Phi^0_{\kappa\alpha,\kappa'\beta}u_{\kappa'\beta}
+e(\mathbf E\cdot Z_\kappa)_\alpha .
\label{force}
\end{align}
The same tensor gives polarization per displacement and force per field because the mixed second derivatives of $F$ are equal. These equations are linear and hold equally for complex wave amplitudes.

\subsection{Eliminating the field}

Put $\mathbf E=\mathcal E\mathbf n$. Projecting Eq.~\eqref{macro} on $\mathbf n$ gives $\varepsilon_0\mathcal E+\mathbf n\cdot\mathbf P=0$, which states that the longitudinal electric displacement vanishes. Inserting Eq.~\eqref{pol},
\begin{equation}
\varepsilon_0\mathcal E
+\frac e\Omega\sum_\kappa\mathbf n\cdot Z_\kappa\cdot\mathbf u_\kappa
+\varepsilon_0\mathcal E(\mathbf n\cdot\varepsilon_\infty\cdot\mathbf n-1)=0 .
\end{equation}
The first term cancels the $-1$ in the last, and
\begin{equation}
\mathcal E=-\frac{e}{\varepsilon_0\Omega}
\frac{\sum_\kappa\mathbf n\cdot Z_\kappa\cdot\mathbf u_\kappa}
{\mathbf n\cdot\varepsilon_\infty\cdot\mathbf n}.
\label{field}
\end{equation}
The minus sign marks a depolarizing field. In the force it multiplies $+e\,\mathbf n\cdot Z_\kappa$. The force constant is minus the derivative of the force, so the added term has the form of Eq.~\eqref{form} with a positive prefactor. It raises the energy of any displacement pattern that carries polarization along $\mathbf n$ at zero field and leaves the energy of all others unchanged.

For harmonic motion $f_{\kappa\alpha}=-\omega^2M_\kappa u_{\kappa\alpha}$. With $x_{\kappa\alpha}=\sqrt{M_\kappa}\,u_{\kappa\alpha}$, division by $\sqrt{M_\kappa}$ gives $D(\mathbf n)x=\omega^2x$, where
\begin{equation}
\begin{aligned}
D(\mathbf n)&=D^0+g(\mathbf n)\,vv^{T},&
D^0_{\kappa\alpha,\kappa'\beta}&=
\frac{\Phi^0_{\kappa\alpha,\kappa'\beta}}{\sqrt{M_\kappa M_{\kappa'}}},\\
v_{\kappa\alpha}&=\frac{(\mathbf n\cdot Z_\kappa)_\alpha}{\sqrt{M_\kappa}},&
g(\mathbf n)&=\frac{e^2}{\varepsilon_0\Omega\,
\mathbf n\cdot\varepsilon_\infty\cdot\mathbf n}.
\end{aligned}
\label{main}
\end{equation}
In Gaussian units $1/\varepsilon_0$ is replaced by $4\pi$. Reversing $\mathbf n$ reverses $v$ but leaves $vv^T$ unchanged.

\subsection{Acoustic modes}

A rigid shift of a neutral crystal changes no bulk polarization at zero field, so $\sum_\kappa Z_\kappa=0$. For a translation $t_{\kappa\alpha}=\sqrt{M_\kappa}\,a_\alpha$,
\begin{equation}
v\cdot t=\mathbf n\cdot\Bigl(\sum_\kappa Z_\kappa\Bigr)\cdot\mathbf a=0,
\end{equation}
and the added term leaves the three translations at zero frequency. If computed charges leave a residue $\Delta Z=\sum_\kappa Z_\kappa$, the translation acquires the spurious Rayleigh quotient $g(\mathbf n\cdot\Delta Z\cdot\mathbf a)^2/(|\mathbf a|^2\sum_\kappa M_\kappa)$. The residue should be removed before Eq.~\eqref{main} is used.

\section{Longitudinal-transverse splitting}

\subsection{One polar mode along a principal axis}

Let $\mathbf n$ lie along an axis on which $\varepsilon_\infty$ and all $Z_\kappa$ are diagonal, with entries $\varepsilon_\infty$ and $Z_\kappa$. Then
\begin{equation}
v\cdot v=S,\qquad S=\sum_\kappa\frac{Z_\kappa^2}{M_\kappa}.
\end{equation}
Suppose that $v$ is itself an eigenvector of $D^0$, with eigenvalue $\omega_{\rm TO}^2$. Applying Eq.~\eqref{main} to it gives $D(\mathbf n)v=(\omega_{\rm TO}^2+gS)v$, hence
\begin{equation}
\omega_{\rm LO}^2=\omega_{\rm TO}^2
+\frac{e^2}{\varepsilon_0\Omega\varepsilon_\infty}
\sum_\kappa\frac{Z_\kappa^2}{M_\kappa}.
\label{loto}
\end{equation}
When $\mathbf n$ is perpendicular to the mode's polarization, $v$ has no overlap with the mode and its frequency remains $\omega_{\rm TO}$. The splitting is thus the stiffness supplied by the depolarizing field. It vanishes with the mode charge. At fixed Born charges, a larger $\varepsilon_\infty$ reduces it.

\subsection{Several modes and general directions}

When several zero-field modes carry polarization along $\mathbf n$, the term couples them, and a separate shift for each is in general not sufficient. Drive the ions at frequency $\omega$ with a field $\mathbf E$. Equation~\eqref{force} becomes $(\Phi^0-\omega^2M)u=e\,\mathbf E\cdot Z$. Solving for $u$, inserting it in Eq.~\eqref{pol} and projecting on $\mathbf n$ gives
\begin{equation}
\mathbf n\cdot\varepsilon(\omega)\cdot\mathbf n
=\mathbf n\cdot\varepsilon_\infty\cdot\mathbf n
\left[1+g\,v^T(D^0-\omega^2)^{-1}v\right].
\label{epsomega}
\end{equation}
The eigenvalue equation can be written $(D^0-\omega^2)x=-g\,v(v\cdot x)$. If $\omega^2$ is not an eigenvalue of $D^0$, then $v\cdot x\ne0$, since otherwise $x=0$. Inverting, multiplying by $v^T$ and dividing by $v\cdot x$ makes the bracket in Eq.~\eqref{epsomega} zero. The shifted modes therefore satisfy
\begin{equation}
\mathbf n\cdot\varepsilon(\omega)\cdot\mathbf n=0 .
\label{secular}
\end{equation}

A product rule follows from $\det(1+ab^T)=1+b\cdot a$, which holds because $ab^T$ has one possibly nonzero eigenvalue, $b\cdot a$. Taking $a=g(D^0-\omega^2)^{-1}v$ and $b=v$,
\begin{equation}
\frac{\det[D(\mathbf n)-\omega^2]}{\det[D^0-\omega^2]}
=\frac{\mathbf n\cdot\varepsilon(\omega)\cdot\mathbf n}
{\mathbf n\cdot\varepsilon_\infty\cdot\mathbf n}.
\end{equation}
Both matrices annihilate the translations, so their factors cancel. If the optical modes of $D^0$ are stable, setting $\omega=0$ gives the generalized Lyddane--Sachs--Teller relation
\begin{equation}
\prod_{j\,\rm optical}\frac{\omega_j^2(\mathbf n)}{\omega_{j,0}^2}
=\frac{\mathbf n\cdot\varepsilon(0)\cdot\mathbf n}
{\mathbf n\cdot\varepsilon_\infty\cdot\mathbf n},
\label{lst}
\end{equation}
where $\omega_{j,0}$ are the zero-field frequencies and $\varepsilon(0)$ is the static permittivity at fixed cell shape.

\section{Where the limit applies}

The wavevector must be small on the zone scale, yet large enough for retardation to be negligible. For the transverse field, Maxwell's equations give $q^2\mathbf E_T=(\omega^2/c^2)\mathbf D_T/\varepsilon_0$. For isotropic $\varepsilon_\infty$, separating the ionic part $\mathbf P^{\rm ion}$ of the polarization yields
\begin{equation}
\left(1-\frac{\omega^2\varepsilon_\infty}{c^2q^2}\right)\mathbf E_T
=\frac{\omega^2}{c^2q^2}\frac{\mathbf P^{\rm ion}_T}{\varepsilon_0},
\end{equation}
so $\mathbf E_T$ is small compared with $\mathbf P^{\rm ion}_T/\varepsilon_0$ when $q\gg\omega\sqrt{\varepsilon_\infty}/c$. Its force must also be small compared with the restoring force. For one polar mode it lowers $\omega_{\rm TO}^2$ by the fraction $(\omega_{\rm LO}^2-\omega_{\rm TO}^2)\varepsilon_\infty/(c^2q^2)$ at leading order. The safe condition is therefore $q\gg\omega_{\rm LO}\sqrt{\varepsilon_\infty}/c=\omega_{\rm TO}\sqrt{\varepsilon(0)}/c$, which for a soft mode with large $\varepsilon(0)$ is much stricter than the same condition taken at $\omega_{\rm TO}$ with $\varepsilon_\infty$.

The crystal must also be free of mobile carriers. In a doped semiconductor they add their own term to $\varepsilon(\omega)$ in Eq.~\eqref{secular}, and Eq.~\eqref{main} gives the longitudinal frequencies at small $q$ only while the plasma frequency is small compared with $\omega_{\rm LO}$.

At $\mathbf q=0$ itself no direction is defined, and boundary conditions must supply the field. Consider a uniform film with normal $\mathbf n$ between ideal electrodes, uniformly displaced, with no interface layers. Short-circuited electrodes impose $\mathbf E=0$ and give $D^0$. If the electrode charge is held fixed, the change in normal electric displacement is zero, and the algebra leading to Eq.~\eqref{field} gives $D(\mathbf n)$. Uniform modes that carry polarization along $\mathbf n$ therefore have different frequencies under these two idealized circuit conditions.

In an isolated two-dimensional sheet, a bound charge per area $\sigma$ gives the long-wave potential $\sigma/(2\varepsilon_0q)$, and $\sigma$ is itself $q$ times the longitudinal sheet polarization, up to a phase. Its field scales as $q$ times the sheet polarization, so the zone-centre splitting vanishes.

\section{Worked example: an anisotropic AX$_2$ model}

The model is tetragonal, with one A and two equivalent X ions in a cell of 34.0~\AA$^3$. The masses are 180 and 16~u. Each X ion is tied to A by a spring $k$ that depends on the axis. Along $a$: $k=120$~N/m, $Z_{\rm A}=5.6$, $Z_{\rm X}=-2.8$, $\varepsilon_\infty=5.0$. Along $c$: $k=60$~N/m, $Z_{\rm A}=5.0$, $Z_{\rm X}=-2.5$, $\varepsilon_\infty=4.5$. These are round parameters of no particular material.

In the polar mode both X ions move together. From $M_{\rm X}\ddot u_{\rm X}=-k(u_{\rm X}-u_{\rm A})$ and $M_{\rm A}\ddot u_{\rm A}=2k(u_{\rm X}-u_{\rm A})$, subtraction gives
\begin{equation}
\omega_{\rm TO}^2=k\left(\frac1{M_{\rm X}}+\frac2{M_{\rm A}}\right).
\end{equation}
The vector $v$ is orthogonal to translation and has equal X components, so it coincides with this mode, and Eq.~\eqref{loto} applies without approximation within the model. For the $a$ axis,
\begin{align}
S_a&=\frac{5.6^2}{180}+2\,\frac{2.8^2}{16}=1.154~{\rm u}^{-1},\\
\omega_{\rm LO}^2&=(0.532+1.185)\times10^{28}
=1.717\times10^{28}~{\rm s}^{-2}.
\end{align}
The corresponding wavenumbers are 387~cm$^{-1}$ (11.6~THz) for TO and 696~cm$^{-1}$ (20.9~THz) for LO. Along $c$, $S_c=0.920$~u$^{-1}$ and
\begin{equation}
\omega_{\rm LO}^2=(0.266+1.050)\times10^{28}
=1.316\times10^{28}~{\rm s}^{-2},
\end{equation}
giving 274~cm$^{-1}$ (8.2~THz) and 609~cm$^{-1}$ (18.3~THz). The $c$ axis has the smaller shift in $\omega^2$ but the larger frequency difference, 335 against 309~cm$^{-1}$. The reason is that $\omega_{\rm LO}-\omega_{\rm TO}$ equals the shift in $\omega^2$ divided by $\omega_{\rm LO}+\omega_{\rm TO}$, and from $a$ to $c$ this sum falls by 18\%, the shift by only 11\%. Equation~\eqref{lst} gives static permittivities of $5.0\times1.717/0.532=16.1$ along $a$ and $4.5\times1.316/0.266=22.3$ along $c$.

Now turn $\mathbf n$ by $\theta$ from $c$ towards $a$. In the basis of the $a$ and $c$ polar modes,
\begin{equation}
\begin{pmatrix}
\omega_{{\rm TO},a}^2+gS_a\sin^2\theta & g\sqrt{S_aS_c}\sin\theta\cos\theta\\
g\sqrt{S_aS_c}\sin\theta\cos\theta & \omega_{{\rm TO},c}^2+gS_c\cos^2\theta
\end{pmatrix},
\label{two}
\end{equation}
with $\mathbf n\cdot\varepsilon_\infty\cdot\mathbf n=5.0\sin^2\theta+4.5\cos^2\theta$ inside $g$. At $45^\circ$ this denominator is 4.75. Rescaling the axial shifts gives $gS_a=1.1854\times5.0/4.75=1.248$ and $gS_c=1.050\times4.5/4.75=0.995$, in units of $10^{28}$~s$^{-2}$. The matrix in these units is
\begin{equation}
\begin{pmatrix}1.156&0.557\\0.557&0.763\end{pmatrix},
\end{equation}
with eigenvalues $0.960\pm0.591$, or 1.550 and 0.369 before rounding of the two parts. These correspond to 661 and 322~cm$^{-1}$. The third polar mode, perpendicular to the plane, stays at 387~cm$^{-1}$.

\begin{center}
\begin{tabular}{cccc}
$\theta$ & lower & perpendicular & upper\\
$0^\circ$ & 387 & 387 & 609\\
$30^\circ$ & 352 & 387 & 638\\
$60^\circ$ & 297 & 387 & 680\\
$90^\circ$ & 274 & 387 & 696
\end{tabular}
\end{center}
Entries are in cm$^{-1}$. The three nonpolar modes, in which the X ions move oppositely with $\omega^2=k/M_{\rm X}$, are orthogonal to $v$, do not depend on $\theta$ and are omitted. The lower branch runs between the two TO frequencies. For intermediate angles, the bracket in Eq.~\eqref{epsomega} has one zero between the two zero-field poles and one above both. A dispersion plot that changes direction at the zone centre can consequently show a step there.

For the $a$-axis LO mode, the light-line wavevector is $9.8\times10^{-5}$~\AA$^{-1}$, whereas $\pi/\Omega^{1/3}=0.97$~\AA$^{-1}$. Four decades separate the two scales.

\section{Implementation and numerical evidence}

Compute $D^0$, $Z$ and $\varepsilon_\infty$ at zero macroscopic field, enforce the charge sum rule, form $v$ by contracting $\mathbf n$ with the polarization index, and diagonalize Eq.~\eqref{main}. Use this expression for the limit $q\to0$. It does not decay with $|\mathbf q|$ and is not periodic in reciprocal space, so it cannot serve unchanged across the zone.

The formula was tested on a triclinic three-ion crystal of charges and polarizable dipoles with added short-range couplings, keeping the full Ewald interaction at finite $q$. At $q=10^{-5}$~\AA$^{-1}$ the largest matrix error reached about $1.0\times10^{-4}$ of the largest nonanalytic element in the three directions examined, and it fell in proportion to $q$. Exchanging the indices of $Z$ raised the error to as much as 0.43 on the same scale. Equations~\eqref{secular} and \eqref{lst} were tested against the joint response of ions and dipoles. The two sides of Eq.~\eqref{lst} are printed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
MICROSCOPIC TEST CRYSTAL (triclinic, three ions)
cell volume = 35.904 A^3
bare charges = [ 2.4 -1.1 -1.3] e
Ewald minus direct sum, largest = 1.9e-05 A^-3
Born tensor of ion 1 (rows: polarization), e:
[[ 2.941 -0.881 -0.162]
 [-0.039  3.753 -1.009]
 [-0.379 -0.482  3.56 ]]
electronic permittivity, relative:
[[ 2.21  -0.042  0.011]
 [-0.042  2.175 -0.047]
 [ 0.011 -0.047  2.213]]
largest element of summed Born charges = 4.4e-16 e
Errors below: largest element / largest nonanalytic element
n along [1, 0, 0]: error at q=1e-3, 1e-4, 1e-5 A^-1 = 5.6e-03, 5.6e-04, 5.6e-05
  product ratio of w^2 = 1.382800, permittivity ratio = 1.382800
n along [1, 2, -1]: error at q=1e-3, 1e-4, 1e-5 A^-1 = 7.7e-03, 7.7e-04, 7.7e-05
  product ratio of w^2 = 2.257147, permittivity ratio = 2.257147
n along [-2, 1, 3]: error at q=1e-3, 1e-4, 1e-5 A^-1 = 1.0e-02, 1.0e-03, 1.0e-04
  product ratio of w^2 = 1.526387, permittivity ratio = 1.526387
error with Born indices exchanged, largest = 0.431
WORKED EXAMPLE (AX2 model)
cell volume = 34.0 A^3; masses A, X = 180, 16 u
axis a: A-X spring = 120 N/m, Z_A = 5.60 e, Z_X = -2.80 e, eps_inf = 5.00
  S = 1.1542 1/u; w_TO^2 = 5.3196e+27 s^-2; shift = 1.1854e+28 s^-2
  TO = 387.2 cm^-1; LO = 695.7 cm^-1; LO-TO = 308.5 cm^-1
  TO = 11.61 THz; LO = 20.86 THz; static permittivity = 16.14
axis c: A-X spring = 60 N/m, Z_A = 5.00 e, Z_X = -2.50 e, eps_inf = 4.50
  S = 0.9201 1/u; w_TO^2 = 2.6598e+27 s^-2; shift = 1.0500e+28 s^-2
  TO = 273.8 cm^-1; LO = 609.0 cm^-1; LO-TO = 335.2 cm^-1
  TO = 8.21 THz; LO = 18.26 THz; static permittivity = 22.26
Polar modes, n at angle theta from c towards a:
  theta =  0 deg: 387.2, 387.2, 609.0 cm^-1; n.eps_inf.n = 4.500
  theta = 30 deg: 351.6, 387.2, 638.3 cm^-1; n.eps_inf.n = 4.625
  theta = 45 deg: 322.5, 387.2, 661.0 cm^-1; n.eps_inf.n = 4.750
  theta = 60 deg: 297.0, 387.2, 679.7 cm^-1; n.eps_inf.n = 4.875
  theta = 90 deg: 273.8, 387.2, 695.7 cm^-1; n.eps_inf.n = 5.000
light-line wavevector at LO of axis a = 9.77e-05 A^-1
zone scale pi/V^(1/3) = 0.970 A^-1
\end{verbatim}
